# The density cutoff of an ultrasoft calculation is not variational

Whatever a cutoff discards can be given a sign. An energy error that is odd under reversal of that sign cannot have a definite sign of its own; an even one can, although parity alone does not guarantee it. Take the augmentation charge first. A density cutoff $G_\rho$ removes from the electron density a tail $t(\mathbf r)$ made of plane waves with $|\mathbf G|>G_\rho$. For a small tail the energy changes by a term linear in $t$, of the form $\sum_{\mathbf G}a(\mathbf G)\,t(\mathbf G)$. The coefficient $t(\mathbf G)$ is a density, so $a(\mathbf G)$ is a volume times a potential. A rigid shift of the system by $\boldsymbol\tau$ multiplies $t(\mathbf G)$ by $e^{-i\mathbf G\cdot\boldsymbol\tau}$ and leaves the energy alone, so $a(\mathbf G)$ must carry $e^{+i\mathbf G\cdot\boldsymbol\tau}$, as the complex conjugate of a Fourier coefficient does. The leading error therefore has the form

$$\Delta E^{(1)}=-\Omega\sum_{|\mathbf G|>G_\rho}v(\mathbf G)^*\,t(\mathbf G),$$

with $\Omega$ the cell volume and $v$ a potential still to be identified. At fixed $v$ this expression is odd under $t\to-t$, and nothing in its form fixes its sign. Only a part of $v$ that is itself produced by $t$ escapes this; the Hartree potential of the tail, treated below, is such a part and gives an even term of fixed sign. An orbital cutoff $G_w$ also discards a tail, but of the orbitals, and the energy is minimized with respect to the orbitals. The linear term vanishes at a minimum, and the leading term that remains is quadratic in the discarded coefficients, even under their reversal and non-negative. The energy is not minimized with respect to the augmentation functions, so for them the linear term survives.

## The belief

The belief runs as follows. A plane-wave calculation minimizes an energy, and a cutoff limits the plane waves it may use. More plane waves mean more freedom and a lower minimum. An ultrasoft calculation has two cutoffs, one for the orbitals and one for the density, and raising either should lower the energy toward the converged value, so that of two runs the lower one is the better.

Each ingredient has something true in it. At any pair of cutoffs the self-consistent solution is a stationary point of a well-defined functional, and the argument about freedom is a theorem for the orbital cutoff. If the density cutoff is tied to the orbital cutoff by a fixed ratio, the fall caused by the larger orbital basis can hide a smaller change of either sign caused by the density. The fault is in the word freedom: the plane waves admitted by raising $G_\rho$ have no adjustable coefficients.

## The functional

Hartree atomic units are used. A periodic function is $g(\mathbf r)=\sum_{\mathbf G}g(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$, and for real $a$ the orthogonality of plane waves gives $\int a\,b\,d^3r=\Omega\sum_{\mathbf G}a(\mathbf G)^*b(\mathbf G)$ over the cell. A cutoff $G$ corresponds to the energy $G^2/2$. With fixed occupations $f_n$, projectors $\beta_i$, bare strengths $D^0_{ij}$ and augmentation functions $Q_{ij}(\mathbf r)$,

$$E_\rho[\phi]=\sum_n f_n\langle\phi_n|T+\sum_{ij}D^0_{ij}|\beta_i\rangle\langle\beta_j||\phi_n\rangle+E_{\rm loc}[n]+E_H[n]+E_{xc}[n],$$

$$n=\sum_n f_n|\phi_n|^2+\sum_{ij}\rho_{ij}Q^{\le}_{ij},\qquad \rho_{ij}=\sum_n f_n\langle\phi_n|\beta_i\rangle\langle\beta_j|\phi_n\rangle ,$$

where $Q^{\le}_{ij}$ keeps the components of $Q_{ij}$ with $|\mathbf G|\le G_\rho$. The functional with the full $Q_{ij}$ is called $E$. The orbitals obey $\langle\phi_n|S|\phi_m\rangle=\delta_{nm}$ with $S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|$ and $q_{ij}=\int Q_{ij}\,d^3r$; $S$ is assumed positive definite. The product $|\phi_n|^2$ contains the differences $\mathbf G-\mathbf G'$ of orbital wave vectors, whose length is at most $2G_w$. The condition $G_\rho\ge 2G_w$ is assumed throughout, so that only the augmentation charge $n_{\rm aug}=\sum_{ij}\rho_{ij}Q_{ij}$ is cut.

The variation of the density with respect to $\phi_n^*(\mathbf r')$ has one term from each part,

$$\frac{\delta n(\mathbf r)}{\delta\phi_n^*(\mathbf r')}=f_n\Big[\phi_n(\mathbf r)\,\delta(\mathbf r-\mathbf r')+\sum_{ij}Q^{\le}_{ij}(\mathbf r)\,\beta_i(\mathbf r')\langle\beta_j|\phi_n\rangle\Big].$$

Multiplying by $v_{\rm eff}(\mathbf r)=V_{\rm loc}+v_H+v_{xc}$, the derivative of the last three energy terms with respect to $n$, and integrating over $\mathbf r$ gives $\delta E_\rho/\delta\phi_n^*=f_nH\phi_n$ with

$$H=T+v_{\rm eff}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad D_{ij}=D^0_{ij}+\int v_{\rm eff}\,Q^{\le}_{ij}\,d^3r .$$

For one orbital the constraint, with multiplier $f\varepsilon$, turns stationarity into $H\phi=\varepsilon S\phi$. The truncated $Q^\le$ enters $D$, so at every $G_\rho$ a self-consistent solution is a stationary point of $E_\rho$. That it is also the minimum is a separate assumption.

## The orbital cutoff

Hold $G_\rho$, the grid used for $E_{xc}$, the projectors and the occupations fixed. Let $\mathcal A(G_w)$ be the set of $S$-orthonormal orbitals built from $|\mathbf G|\le G_w$. An element of $\mathcal A(G_w)$ is an element of $\mathcal A(G_w')$ for $G_w'>G_w$, with zeros in the new coefficients, and the same functional gives it the same energy. If $\phi_w$ is the global minimizer in the smaller set,

$$\min_{\mathcal A(G_w')}E_\rho\le E_\rho[\phi_w]=\min_{\mathcal A(G_w)}E_\rho .$$

The proof never asks whether $G_\rho$ is converged: a poor functional is still approached from above. It needs one functional on both sides and global minima. It gives no guarantee when $G_\rho$ or the grid is raised along with $G_w$, or when the iteration lands in different local minima.

## The density cutoff

The integral of $Q_{ij}$ over the cell picks out one coefficient, $q_{ij}=\Omega Q_{ij}(\mathbf G=0)$, which no truncation removes. So $S$ and the set $\mathcal A(G_w)$ do not depend on $G_\rho$, and neither does the electron number,

$$\int n\,d^3r=\sum_n f_n\Big[\langle\phi_n|\phi_n\rangle+\sum_{ij}q_{ij}\langle\phi_n|\beta_i\rangle\langle\beta_j|\phi_n\rangle\Big]=\sum_n f_n\langle\phi_n|S|\phi_n\rangle=\sum_n f_n .$$

The situation is the mirror of the previous one: the trial set is fixed and the functional changes. Let $\phi_0$ minimize $E$ and $\phi_\rho$ minimize $E_\rho$ on that set, and define the error $\Delta E=E_\rho[\phi_\rho]-E[\phi_0]$. Since $E_\rho[\phi_\rho]\le E_\rho[\phi_0]$, the error is at most $E_\rho[\phi_0]-E[\phi_0]$. Since $E[\phi_0]\le E[\phi_\rho]$, it is at least $E_\rho[\phi_\rho]-E[\phi_\rho]$. Together,

$$(E_\rho-E)[\phi_\rho]\le\Delta E\le(E_\rho-E)[\phi_0].$$

This bracket is all that minimization provides. It says that relaxing the orbitals can only lower the error below its frozen-orbital value, and it does not say on which side of zero the bracket lies. The relaxation energy $E_\rho[\phi_\rho]-E_\rho[\phi_0]$ is quadratic in $\phi_0-\phi_\rho$, because $E_\rho$ is stationary at $\phi_\rho$.

To identify the potential in the linear term, scale the tail: $Q_\lambda=Q-\lambda Q^{>}$ with $Q^>=Q-Q^\le$, so that $\lambda=0$ is the full functional and $\lambda=1$ the truncated one. The minimum energy depends on $\lambda$ explicitly and through the minimizer. The second dependence drops out of the first derivative, because the minimizer moves within the fixed set $\mathcal A$ on which the energy is stationary. The explicit dependence is $\partial n/\partial\lambda=-n_{\rm aug}^{>}$, and the plane-wave identity gives

$$\frac{dE_{\min}}{d\lambda}\Big|_{0}=-\int v_{\rm eff}\,n^{>}_{\rm aug}\,d^3r=-\Omega\sum_{|\mathbf G|>G_\rho}v_{\rm eff}(\mathbf G)^*\,n_{\rm aug}(\mathbf G).$$

This is the form found at the start, with $v=v_{\rm eff}$ and $t=n_{\rm aug}^>$.

At frozen orbitals $\phi_0$ the kinetic and $D^0$ terms cancel in $E_\rho-E$, and the density changes by $\delta n=-n^>_{\rm aug}$. The local term $\int V_{\rm loc}n$ is linear, so exactly

$$\Delta E_{\rm loc}=-\Omega\sum_{|\mathbf G|>G_\rho}V_{\rm loc}(\mathbf G)^*\,n_{\rm aug}(\mathbf G),$$

with a sign set by the relative phase of two independent functions. The Hartree energy is $E_H=\frac{\Omega}{2}\sum_{\mathbf G\ne0}4\pi|n(\mathbf G)|^2/G^2$. Beyond $G_\rho\ge2G_w$ the density is pure augmentation charge, and truncation deletes those non-negative terms:

$$\Delta E_H=-\frac{\Omega}{2}\sum_{|\mathbf G|>G_\rho}\frac{4\pi|n_{\rm aug}(\mathbf G)|^2}{G^2}\le0 .$$

The linear formula, with $v_H=4\pi n/G^2$, gives twice this value, and the quadratic term in $\delta n$ returns half of it. For $G_\rho<2G_w$ a cross term between soft and augmentation density would appear and the sign would no longer be guaranteed.

The Hartree term alone runs against the belief. If only $E_H$ is truncated, then for $G_\rho<G_\rho'$ and every $\phi$ fewer positive terms are kept, $E_\rho[\phi]\le E_{\rho'}[\phi]$, and hence $E_\rho[\phi_\rho]\le E_\rho[\phi_{\rho'}]\le E_{\rho'}[\phi_{\rho'}]$. The minimum energy then rises monotonically with the cutoff.

For the nonlinear term take LDA (Dirac) exchange. A truncated density can dip below zero, so the functional needs a rule there; here $E_x=-C_x\int g(n)\,d^3r$ with $g(n)=\max(n,0)^{4/3}$ and $C_x=\frac34(3/\pi)^{1/3}$. The derivative $g'=\frac43\max(n,0)^{1/3}$ is continuous and non-decreasing, so $g$ lies above its tangent, $g(n+\delta n)\ge g(n)+g'(n)\delta n$. Multiplying by $-C_x$ reverses the inequality, and with $v_x=-C_xg'$,

$$\Delta E_x\le\int v_x\,\delta n\,d^3r .$$

The bound is a linear term of free sign, and the remainder is never positive. Where $|\delta n|\ll n$ the remainder is $-\frac12C_x\int g''\delta n^2=-\frac29C_x\int n^{-2/3}\delta n^2\,d^3r$, since $g''=\frac49n^{-2/3}$; the weight grows where the density is low.

## Where the change of sign comes from

An augmentation function vanishes outside a core radius $r_c$, and its transform can change sign, as the following example shows. Take one atom at the origin, one projector and

$$Q(r)=\frac{315\,q}{64\pi r_c^3}\Big(1-\frac{r^2}{r_c^2}\Big)^3\quad(r<r_c).$$

With $s=r/r_c$, $\int_0^1s^2(1-s^2)^3ds=\frac13-\frac35+\frac37-\frac19=\frac{16}{315}$, so $\int Q\,d^3r=q$. The angular average of $e^{-i\mathbf G\cdot\mathbf r}$ is $j_0(Gr)$, so with $x=Gr_c$,

$$\Omega Q(G)=4\pi\,\frac{315\,q}{64\pi}\,I_{0,3},\qquad I_{l,k}=\int_0^1s^{l+2}j_l(xs)(1-s^2)^kds .$$

The series $j_l(z)=\sum_k(-1)^kz^{l+2k}/[2^kk!\,(2l+2k+1)!!]$, multiplied by $z^{l+2}$ for index $l+1$ and differentiated term by term, gives $\frac{d}{dz}[z^{l+2}j_{l+1}]=z^{l+2}j_l$, because the exponent $2l+2k+3$ cancels the top factor of the double factorial. Setting $z=xs$ gives $s^{l+2}j_l(xs)=x^{-1}\frac{d}{ds}[s^{l+2}j_{l+1}(xs)]$. Integration by parts for $k\ge1$ has no boundary term, and $-\frac{d}{ds}(1-s^2)^k=2ks(1-s^2)^{k-1}$, so $I_{l,k}=(2k/x)I_{l+1,k-1}$. Three steps give $I_{0,3}=(6\cdot4\cdot2/x^3)I_{3,0}$, and $I_{3,0}=j_4(x)/x$ is the integral of a total derivative. Since $4\cdot315\cdot48/64=945$,

$$\Omega Q(G)=qF(Gr_c),\qquad F(x)=\frac{945\,j_4(x)}{x^4}.$$

The leading series term $j_4\approx x^4/945$ gives $F(0)=1$, and $F$ changes sign at every positive zero of $j_4$.

Let $V_{\rm loc}$ be the attraction to a Gaussian charge $Z$ of width $\sigma$. The normalized Gaussian has the transform $e^{-G^2\sigma^2/2}$, and Poisson's equation multiplies it by $4\pi/G^2$, so $\Omega V_{\rm loc}(G)=-4\pi Ze^{-G^2\sigma^2/2}/G^2$, negative at every $G$. With $n_{\rm aug}(G)=\rho qF/\Omega$ the two minus signs cancel,

$$\Delta E_{\rm loc}=\frac{4\pi Z\rho q}{\Omega}\sum_{|\mathbf G|>G_\rho}\frac{e^{-G^2\sigma^2/2}}{G^2}F(Gr_c).$$

For a dense reciprocal lattice $\sum_{\mathbf G}\to\frac{\Omega}{(2\pi)^3}\int4\pi G^2dG=\frac{\Omega}{2\pi^2}\int G^2dG$, and

$$\Delta E_{\rm loc}\approx\frac{2Z\rho q}{\pi}\int_{G_\rho}^\infty e^{-G^2\sigma^2/2}F(Gr_c)\,dG .$$

The derivative with respect to the lower limit is $-\frac{2Z\rho q}{\pi}e^{-G_\rho^2\sigma^2/2}F(G_\rho r_c)$. Shells with $F>0$ lower the local energy as they are admitted, shells with $F<0$ raise it, and the extrema sit at the positive zeros of $j_4$. If $q=0$ in this example, $Q(r)$ itself vanishes, and with it the whole truncation error for $G_\rho\ge2G_w$. In general $q_{ij}=0$ is not enough, because a function with zero integral can still have components beyond $G_\rho$. For $\sigma G_\rho\gg1$ the local part is suppressed and the Hartree and exchange parts are left.

## A model atom

The model has round parameters: a cubic cell of side $L=6$ bohr ($\Omega=216$ bohr$^3$, $2\pi/L=1.0472$ bohr$^{-1}$), one orbital with $f=2$, $Z=2$, $\sigma=0.2$ bohr, $r_c=1$ bohr, $q=0.5$, $D^0=1$ Ha, the projector $\beta(r)=(\pi b^2)^{-3/4}e^{-r^2/2b^2}$ with $b=0.6$ bohr, Hartree energy and the exchange above. The $\mathbf G=0$ terms of $V_{\rm loc}$ and $E_H$ are dropped; they depend only on the fixed charge, so they shift all energies equally. $E_x$ is summed on a fixed $40^3$ grid. The equation $H\phi=\varepsilon S\phi$ is solved by dense diagonalization with Pulay extrapolation of $H$, among orbitals even under inversion, to a residual norm below $10^{-7}$; the solution is taken to be the global minimum. The reference functional has $G_\rho=19.5$ bohr$^{-1}$. At frozen orbital its energy differs from that for $G_\rho=30$ bohr$^{-1}$ on a $64^3$ grid by $-0.0003$ mHa. The first two zeros of $F$, by root finding, lie at $8.183$ and $11.705$ bohr$^{-1}$.

The orbital cutoff (in bohr$^{-1}$) is raised at two fixed density cutoffs; energies are in Ha.

| $G_w$ | plane waves | $G_\rho=9$ | reference |
|---|---|---|---|
| 2.0 | 27 | $-1.110579$ | $-1.109360$ |
| 2.5 | 57 | $-1.244911$ | $-1.243371$ |
| 3.0 | 93 | $-1.325216$ | $-1.323467$ |
| 3.5 | 171 | $-1.385407$ | $-1.383504$ |
| 4.0 | 251 | $-1.411804$ | $-1.409852$ |

Both columns fall at every step; at $G_\rho=9$ the steps are $-134$, $-80$, $-60$ and $-26$ mHa. In every row the unconverged density cutoff gives the lower energy, by $1.22$ mHa at $G_w=2$ and $1.95$ mHa at $G_w=4$. A move from $(G_w,G_\rho)=(3,9)$ to $G_w=3.5$ with the reference functional lowers the energy from $-1.325216$ to $-1.383504$ Ha, a fall of $58$ mHa, although the density part of the move raises it by nearly $2$ mHa. That is how a joint scan conceals the effect.

Now fix $G_w=3$, where the reference has $E_0=-1.323467$ Ha, $\rho=0.87754$ and an augmentation charge $\rho q=0.43877$ electrons. The table gives the relaxed error $\Delta E$ relative to the reference and the three frozen-orbital terms, in mHa; the digits refer to the $40^3$ grid and to the reference as defined. Where the density is clipped the exchange entry depends on the grid: on $45^3$, $64^3$ and $80^3$ grids it lies between $-19.146$ and $-19.150$ mHa at $G_\rho=6$ and between $-3.563$ and $-3.565$ mHa at $G_\rho=7$, shifts of about $0.01$ and $0.005$ mHa; at $G_\rho=9$, $10$, $13$ and $17$ it moves by at most $0.0004$ mHa.

| $G_\rho$ | $\Delta E$ | local | Hartree | exchange |
|---|---|---|---|---|
| 6 | $9.1122$ | $29.2501$ | $-0.7587$ | $-19.1580$ |
| 7 | $-0.6795$ | $2.9974$ | $-0.0697$ | $-3.5690$ |
| 8 | $-2.0743$ | $-2.0931$ | $-0.0148$ | $0.0348$ |
| 8.5 | $-2.0414$ | $-2.0327$ | $-0.0145$ | $0.0071$ |
| 9 | $-1.7491$ | $-1.5419$ | $-0.0124$ | $-0.1930$ |
| 10 | $-0.5864$ | $-0.3420$ | $-0.0034$ | $-0.2402$ |
| 11 | $0.0245$ | $0.0464$ | $-0.0008$ | $-0.0212$ |
| 11.5 | $0.0936$ | $0.0842$ | $-0.0007$ | $0.0101$ |
| 12 | $0.0900$ | $0.0819$ | $-0.0006$ | $0.0088$ |
| 13 | $0.0122$ | $0.0318$ | $-0.0004$ | $-0.0192$ |
| 15 | $-0.0006$ | $-0.0040$ | $-0.0001$ | $0.0035$ |
| 17 | $-0.0021$ | $-0.0005$ | $-0.0000$ | $-0.0016$ |

The error is $+9.11$ mHa ($248$ meV) at $G_\rho=6$ (18 Ha) and $-2.07$ mHa ($-56$ meV) at $G_\rho=8$ (32 Ha). From $G_\rho=8.5$ to $11.5$, that is from $36.1$ to $66.1$ Ha, the energy rises by $0.0936-(-2.0414)=2.135$ mHa ($58$ meV). The lowest energy in the scan belongs to the second worst cutoff. The sampled minimum is at $G_\rho=8$, with neighbours 7 and 8.5, and the sampled maximum beyond it is at 11.5, with neighbours 11 and 12; these intervals contain the zeros of $F$ at $8.183$ and $11.705$. For a cut exactly at the first zero the prefactor is $2\cdot2\cdot0.43877/\pi=0.5587$, and the continuum integral, by adaptive quadrature, gives $\Delta E_{\rm loc}=-2.146$ mHa; the lattice sum up to the reference cutoff gives $-2.150$ mHa.

These sizes belong to this cell and this local potential. With $L=8$ bohr ($50^3$ grid, same $G_w$) the frozen exchange entries at $G_\rho=6,7,8,9$ are $-29.07$, $-7.38$, $-0.21$ and $-0.91$ mHa and the frozen totals are $-2.33$, $-4.42$, $-2.42$ and $-2.45$ mHa. The frozen total is the upper end of the bracket, so in that cell the error at $G_\rho=6$ is negative; at $G_\rho=11.5$ the frozen total is still $+0.094$ mHa. With $L=6$ bohr and a softer local potential, $\sigma=0.5$ bohr, the local entry at $G_\rho=8$ is only $-0.0002$ mHa; the frozen total still takes both signs, from $-2.27$ mHa at $G_\rho=6$ to $+0.058$ mHa near $8.2$, but it is only $+0.013$ and $+0.008$ mHa at $9$ and $11.5$.

The three frozen terms add up to the upper end of the bracket. At $G_\rho=6$ that is $29.2501-0.7587-19.1580=9.3334$ mHa; the lower end is $8.8864$ mHa and $\Delta E$ lies between. At $G_\rho=8$ the bracket is $-2.0754$ to $-2.0731$ mHa, entirely below zero. With truncation in the Hartree term only, the relaxed errors at $G_\rho=6,7,8,10,12$ are $-0.7592$, $-0.0697$, $-0.0148$, $-0.0034$ and $-0.0006$ mHa, a monotonic approach from below.

The linear formula misjudges exchange. For the tail beyond $G_\rho=9$ the linear terms are $-1.5419$ (local), $-0.0248$ (Hartree, twice the exact $-0.0124$) and $+0.1935$ mHa (exchange), with the sum $-1.3732$ mHa; a central difference of relaxed energies at $\lambda=\pm0.05$ gives the same slope, $-1.3732$ mHa. The full truncation gives $-1.7491$ mHa, so the linear term misses about a fifth of $\Delta E$. The missing part is $+0.0124$ from Hartree, $-1.7491+1.7472=-0.0019$ from relaxation, and $-0.1930-0.1935=-0.3865$ mHa from exchange, whose remainder reverses the sign of its linear term. At $G_\rho=7$ exchange outweighs the local term and makes the total negative while the local term is still positive.

The condition $|\delta n|\ll n$ behind the quadratic estimate is not met everywhere at the lower cutoffs. The smallest density on the grid is $7.45\times10^{-5}$ bohr$^{-3}$ in the reference, but $-5.8\times10^{-4}$ at $G_\rho=9$ and $-8.4\times10^{-3}$ at $G_\rho=6$. A sharp cut rings. For an isolated atom $\delta n(r)=-\frac{\rho q}{2\pi^2r}\int_{G_\rho}^\infty GF\sin(Gr)\,dG$, and one integration by parts gives the leading term well outside the core,

$$\delta n(r)\approx-\frac{\rho q\,G_\rho F(G_\rho r_c)\cos(G_\rho r)}{2\pi^2r^2},$$

which vanishes when the cut is at a zero of $F$. On the grid points the density stays positive at $G_\rho=8$, $11.5$, $12$, $15$ and $17$ and dips only to about $-7\times10^{-5}$ bohr$^{-3}$ at $8.5$, $11$ and $13$; in all these rows the exchange entry is below $0.04$ mHa in magnitude. At $G_\rho=6$, $7$, $9$ and $10$ the minimum is $-5.8\times10^{-4}$ bohr$^{-3}$ or lower and the exchange entry is $-0.19$ mHa or more negative. Each exchange entry is the sum of a linear term and a non-positive remainder, which can cancel, so a small entry does not imply a small remainder, and this pattern alone does not show where the remainder arises.

## The grid

The sum that replaces the integral of the exchange energy density $e_x(\mathbf r)$ is a second change of functional. On $N^3$ points $\mathbf r_{\mathbf j}=\mathbf jL/N$, the geometric sum $\sum_{\mathbf j}e^{i\mathbf G\cdot\mathbf r_{\mathbf j}}$ equals $N^3$ when $\mathbf G=\mathbf G_{\mathbf m}=\mathbf mN\,2\pi/L$ with integer $\mathbf m$, and zero otherwise. With the atom at $\boldsymbol\tau$ each coefficient carries $e^{-i\mathbf G\cdot\boldsymbol\tau}$, so

$$\frac{\Omega}{N^3}\sum_{\mathbf j}e_x(\mathbf r_{\mathbf j})-E_x=\Omega\sum_{\mathbf m\ne0}e_x(\mathbf G_{\mathbf m})\,e^{-i\mathbf G_{\mathbf m}\cdot\boldsymbol\tau}.$$

A polynomial of a band-limited density is still band-limited, but its power $4/3$ in general is not, so these coefficients need not vanish. Each phase averages to zero over $\boldsymbol\tau$, so an error that is not identically zero takes both signs: the egg-box effect. For the frozen orbital and $G_\rho=8$, a $16^3$ grid holds all density coefficients, since $8/1.0472<8$. Over the 27 shifts by $0$, $\frac13$, $\frac23$ of a spacing along each axis, $E_x$ deviates from its value on a $63^3$ grid, $-0.697588$ Ha, by $-0.0096$ to $+0.0053$ mHa, with a mean below $10^{-5}$ mHa in magnitude. At this cutoff the grid error is far smaller than the truncation error of about $-2.07$ mHa.

Because the error oscillates, a density cutoff in this model is better judged by the spread between the highest and the lowest energy over a range of cutoffs that spans at least one lobe of $Q(G)$, here $11.705-8.183=3.5$ bohr$^{-1}$, and not by the difference between the two ends of that range, which can be much smaller: between $G_\rho=7$ and $11$ the ends differ by $0.70$ mHa, while the sampled energies spread over $2.10$ mHa. The spread is an estimate and not a bound: shell by shell the frozen-orbital error stays negative from $6.71$ to just below $10.98$ bohr$^{-1}$, wider than one lobe, and the window from $6.71$ to $10.23$ bohr$^{-1}$ has a spread of $1.65$ mHa while the largest error in it is $2.10$ mHa in magnitude. Two neighbouring cutoffs can mislead: the energies at $G_\rho=8$ and $8.5$ differ by only $0.033$ mHa, while both are $2$ mHa below the reference. They straddle a zero of $F$, where the local term is stationary, so the local entries differ by only $0.060$ mHa, and an exchange change of $-0.028$ mHa cancels nearly half of that.
